# Particle-hole symmetry and the constant IE + EA of alternant hydrocarbons, part 2

A conjugated hydrocarbon has \(N\) carbon π sites and, when neutral, \(N\) π electrons. Let \(E(n)\) be its lowest energy with \(n\) π electrons. The problem is what fixes the sum of the ionization energy and the electron affinity,

\[
\mathrm{IE}=E(N-1)-E(N),\qquad \mathrm{EA}=E(N)-E(N+1).
\]

A positive EA means that the extra electron is bound. Energies are in eV. The Pariser-Parr-Pople (PPP) model is

\[
H=-W\sum_i n_i+\sum_{i\ne j,\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma}
+U\sum_i n_{i\uparrow}n_{i\downarrow}
+\tfrac12\sum_{i\ne j}V_{ij}q_iq_j ,\quad q_i=n_i-1 .
\]

Here \(c^\dagger_{i\sigma}\) creates an electron of spin \(\sigma\) on site \(i\), \(n_i\) is the site occupation and \(\hat N=\sum_in_i\). All sites share the removal energy \(W\) and on-site repulsion \(U\). The hopping \(h_{ij}\) is real and symmetric, with \(h_{ij}=-t\) for a bond; \(V_{ij}\) is the intersite repulsion. The midpoint energy is \(M=W-U/2\).

In an alternant molecule, hopping connects only opposite sublattices, which carry signs \(s_i=+1\) and \(s_i=-1\). The unitary particle-hole operator \(C\) then gives

\[
Cc_{i\sigma}C^{-1}=-s_ic^\dagger_{i\sigma},\qquad
Cc^\dagger_{i\sigma}C^{-1}=-s_ic_{i\sigma}.
\]

\[
CHC^{-1}=H+2M(\hat N-N),\qquad \mathrm{IE}+\mathrm{EA}=2M=2W-U .
\]

It turns a state with \(N+k\) electrons into one with \(N-k\), so the levels match one to one:

\[
E_m(N-k)-E_m(N+k)=k(2W-U).
\]

The example has \(W=11.2\), \(U=11.0\) and \(t=2.4\) eV, hence \(M=5.7\) eV. Bonds are 0.14 nm long; in butadiene and hexatriene the hopping alternates by 10% about \(t\). With site distances \(r_{ij}\), the Ohno repulsion is

\[
V_{ij}=\frac{U}{\sqrt{1+(Ur_{ij}/k_e)^2}},\qquad k_e=\frac{e^2}{4\pi\varepsilon_0}.
\]

The Mataga-Nishimoto alternative is \(V_{ij}=(1/U+r_{ij}/k_e)^{-1}\). A table of exact-diagonalization results with the Ohno form gave a sum of 11.40 eV for eight alternant molecules. For benzene, \(\mathrm{IE}=11.38\), \(\mathrm{EA}=0.02\) and the gap \(\mathrm{IE}-\mathrm{EA}\) is 11.37 eV; for naphthalene, \(\mathrm{IE}=10.05\) and \(\mathrm{EA}=1.35\) eV.

### Charges and mean-field levels

If the neutral ground state is nondegenerate, \(C\) maps it to itself up to a phase, because \(C\) preserves the electron number \(N\). Its site occupations then satisfy

\[
\langle n_i\rangle=2-\langle n_i\rangle,\qquad \langle n_i\rangle=1 .
\]

For styrene, whose sites are not all equivalent, the largest computed departure from one is about \(3\times10^{-11}\).

Restricted Hartree-Fock theory retains the pairing if its density retains the symmetry. Let \(P_{ij}\) be the density matrix summed over spin. The Fock matrix is

\[
F_{ii}=-W+\tfrac U2P_{ii}+\sum_{j\ne i}V_{ij}(P_{jj}-1),\qquad
F_{ij}=h_{ij}-\tfrac12V_{ij}P_{ij}\quad(i\ne j).
\]

Suppose that \(P_{ii}=1\) and that \(P_{ij}=0\) for different sites of one sublattice. Then \(F_{ii}=-M\), and the off-diagonal part \(B\) connects opposite sublattices. With \(S={\rm diag}(s_i)\), this means \(SBS=-B\). If \(Bv=bv\), then \(B(Sv)=-b(Sv)\), so the orbital energies are \(-M\pm b\).

The assumption is self-consistent for even \(N\) with a gap at half filling. The matrix \(S\) then exchanges filled and empty orbitals, so the projector \(p=P/2\) on the filled ones obeys \(SpS=1-p\). For \(s_i=s_j\) this reads \(p_{ij}=\delta_{ij}-p_{ij}\), which returns \(P_{ij}=\delta_{ij}\) within a sublattice. For the highest occupied and lowest unoccupied orbitals,

\[
\varepsilon_{\rm HOMO}+\varepsilon_{\rm LUMO}=-2M .
\]

For naphthalene the levels are \(-10.11\) and \(-1.29\) eV, with sum \(-11.40\) eV. The calculation started from a density disturbed at random, so the symmetry was not put in at the start. If orbital energies are read as removal and addition energies, IE is 0.06 eV higher than in exact diagonalization and EA is 0.06 eV lower. The two errors must be opposite because both methods give the same sum.

### Relaxation of the ions

The table refers to vertical energies, with all charge states at one geometry. Let \(R\) denote the bond lengths and let the σ energy depend on \(R\) but not on the π charge. If \(W\) and \(U\) do not depend on \(R\), the theorem holds at every geometry:

\[
E(N-1;R)=E(N+1;R)+2M .
\]

The cation and anion energy surfaces differ by a constant and have the same minima. Subtracting their minimum energies gives \(2M\) again, so the adiabatic sum equals the vertical sum.

This was tested on butadiene by relaxing each charge state from its own starting geometry. The hopping strength decreased by 40 eV per nm of bond extension from 2.4 eV at 0.14 nm. The σ bonds had stiffness 4000 eV/nm² and rest length 0.150 nm. Bond directions were fixed in a planar zigzag, and the Ohno repulsion followed the distances.

The neutral bonds relaxed to 0.129, 0.144 and 0.129 nm. Both ions relaxed to 0.136, 0.137 and 0.136 nm. The vertical values at the neutral minimum are \(\mathrm{IE}=11.25\) and \(\mathrm{EA}=0.15\) eV; the adiabatic ones are 11.01 and 0.39 eV. Each ion gains 0.24 eV by relaxing, which lowers IE and raises EA. The elastic constants are round values and were not fitted, so these lengths illustrate the theorem and are not predictions for real butadiene.

### Where the mirror is missing

The reference must be neutral. For the hexatriene cation, IE plus EA equals \(E(N-2)-E(N)\), and these two electron numbers are not mirror images about \(N\). The computed sum is 25.90 eV.

The theorem also assumes an alternant network. Fulvene contains a five-membered ring and gives \(\mathrm{IE}=10.17\) and \(\mathrm{EA}=2.13\) eV. The sum is 12.30 eV, larger than the constant by 0.90 eV. These values are for equal bonds; a 10% alternation of the hopping lowers the excess to 0.86 eV.

The Hückel limit \(U=V=0\) gives an estimate of the excess. Write the levels as \(-W-xt\). Then \(x\) times the amplitude on a site equals the sum of the amplitudes on its neighbours. Let the amplitudes be \(e\) on the site outside the ring, \(c\) on its ring neighbour, \(a\) on the two ring sites next to that one, and \(b\) on the two farthest sites, with opposite signs within each pair for antisymmetric orbitals. Orbitals antisymmetric about the molecular axis have \(e=c=0\), \(xa=b\) and \(xb=a-b\), so they obey \(x^2+x-1=0\). The symmetric ones have \(xe=c\), \(xc=e+2a\), \(xa=c+b\) and \(xb=a+b\). The last two give \(a=(x-1)b\) and \(c=(x^2-x-1)b\), and the first two give \((x^2-1)c=2xa\). Together they require

\[
(x-1)(x^3-4x-1)=0 .
\]

Six electrons fill the levels \(x=2.115,\,1,\,0.618\), and the lowest empty level has \(x=-0.254\). The sum is then \(2W+(0.618-0.254)t\), an excess of \(0.364\times2.4=0.87\) eV. This has the sign and size of the computed 0.90 eV. The interactions also contribute, and the close agreement does not show that their separate contributions are small.

### A formula for small violations

Let \(X\) be a perturbation with \(CXC^{-1}=-X\), and let \(H(\lambda)=H+\lambda X\). Then

\[
CH(\lambda)C^{-1}=H(-\lambda)+2M(\hat N-N).
\]

The argument that gave the theorem now connects the anion at \(\lambda\) with the cation at \(-\lambda\):

\[
E(N+1;\lambda)=E(N-1;-\lambda)-2M .
\]

Inserting this in \(E(N-1;\lambda)-E(N+1;\lambda)\) gives

\[
\mathrm{IE}+\mathrm{EA}=2M+E(N-1;\lambda)-E(N-1;-\lambda).
\]

The shift is odd in \(\lambda\). For a degenerate cation level that \(X\) splits, as in benzene with one site shifted, the lowest states at \(\lambda\) and \(-\lambda\) are different, and a term in \(\lambda|\lambda|\) can remain. If the cation is nondegenerate apart from spin, its energy is smooth in \(\lambda\), the second-order part of the shift vanishes, and first-order perturbation theory gives

\[
\delta(\mathrm{IE}+\mathrm{EA})\simeq2\lambda\langle X\rangle_{\rm cation}.
\]

A site-energy change \(\delta_i\) is odd when written as \(\delta_i(n_i-1)\); the added constant cancels from energy differences. Let \(p^{\rm h}_i=1-\langle n_i\rangle_{\rm cation}\) be the share of the hole on site \(i\), with \(\sum_ip^{\rm h}_i=1\). Then

\[
\delta(\mathrm{IE}+\mathrm{EA})\simeq-2\sum_i\delta_i p^{\rm h}_i .
\]

An equal shift \(\delta\) on all sites gives \(-2\delta\), as it must, since it replaces \(W\) by \(W-\delta\). Raising one end site of butadiene by 0.3 eV lowers the sum by 0.222 eV. The implied hole share is \(0.222/(2\times0.3)=0.37\) on that site.

Hopping within a sublattice is also odd, because \(s_is_j=+1\) leaves the minus sign from exchanging the operators. An element of \(+0.2\) eV between second neighbours, a rough size, raises the sum by 0.33 eV in butadiene, 0.46 in hexatriene, 0.37 in benzene and 0.50 in styrene. The sum now depends on the molecule, with a spread of 0.17 eV over these four.

For benzene the size can be estimated without interactions. Second-neighbour hopping shifts a ring orbital of phase step \(\theta\) by \(2(0.2)\cos2\theta\) eV. The frontier orbitals have \(\theta=60^\circ\) and \(120^\circ\), and both move by \(-0.2\) eV. The sum rises by 0.4 eV, close to the computed 0.37 eV.

Orbital overlap also breaks the rule. Let \(A\) be the matrix of bonds and let neighbours have small overlap \(s\), so that the overlap matrix is \(1+sA\). Take the one-electron matrix relative to the midpoint as \(-tA\). To first order in \(s\), orthogonalization gives

\[
(1-\tfrac s2A)(-tA)(1-\tfrac s2A)\simeq-tA+stA^2 .
\]

The matrix \(A^2\) connects sites of one sublattice. Its diagonal counts neighbours, so it also raises the site energies, unequally where the numbers of neighbours differ. In benzene without interactions, the diagonal \(2st\) lowers the sum by \(4st\), and the second-neighbour element \(st\) raises it by \(2st\). The net effect of overlap there is to lower the sum by \(2st\).

### Molecules in a film

In a solid, the surroundings polarize around an ion. For a charge on a sphere of radius \(R\) in a medium of relative permittivity \(\varepsilon\), the Born stabilization is

\[
P=\frac{e^2}{8\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right).
\]

It is the same for either sign of charge, so IE becomes \(\mathrm{IE}-P\) and EA becomes \(\mathrm{EA}+P\). For \(R=0.35\) nm and \(\varepsilon=3\), \(P=1.37\) eV. The benzene gap narrows from 11.37 to 8.63 eV, and the sum is unchanged.

A permanent electrostatic potential \(\phi\) from neighbouring molecules acts differently. It changes every electron energy by \(-e\phi\), so IE and EA both rise by \(e\phi\) and the sum rises by \(2e\phi\). Such a potential exists even for neutral, nonpolar rings, because the π electrons lie above and below the plane of the cores.

Represent each carbon by a core charge \(+e\) and two charges \(-e/2\) at heights \(\pm0.05\) nm. Two stacked neighbours at 0.37 nm give \(-0.46\) V, averaged over the six host sites, and shift the sum by \(-0.92\) eV. Two in-plane neighbours at a centre distance of 0.70 nm give \(+0.08\) V and \(+0.15\) eV. The average corresponds to a hole spread evenly over the ring. Screening and the charges of the C–H bonds are left out, so these are estimates of size. More distant neighbours also matter, because the potential falls off only as the inverse cube of the distance. With the same charges, a complete column of stacked rings gives \(-0.61\) V, and a complete hexagonal layer of side-by-side rings gives about \(+0.4\) V.

Within the model, temperature does not change the electronic part of the sum. The cation and anion levels pair one to one with the shift \(2M\), so the electronic free energies of the two ions at a common geometry differ by \(2M\) at any temperature, even where the ions are degenerate, as in benzene. In hexatriene thermal excitation is in any case rare: at 300 K, \(k_BT=0.026\) eV, while the lowest π excitation of hexatriene among its cation, neutral molecule and anion is 1.83 eV at fixed geometry. Vibrational contributions are not included.

### The constant beside real materials

For benzene and naphthalene in the gas phase the sum is roughly 8 eV, a rounded literature value that is not calculated here. The model value of 11.4 eV is too high for them by about 3.4 eV. The benzene anion shows the same fault: the model puts it near the threshold of binding, whereas a real benzene molecule does not bind an extra electron. Keeping \(U=11.0\) eV, a sum of 8 eV requires \(W=(8+11)/2=9.5\) eV. This is a refit and does not explain the discrepancy. Within the model, symmetry supplies the constancy and the value rests on \(W\) and \(U\). In real molecules the symmetry is only approximate. In films, neighbouring molecules shift the site energies by amounts that depend on the packing. In the charge model above, two neighbours move the sum by about 0.2 eV upward or 0.9 eV downward, and a complete layer or column moves it by about 0.8 eV upward or 1.2 eV downward. The sign in a film depends on how the rings are oriented relative to the surface.

The midpoint has a use in choosing a contact. For an electrode of work function \(\Phi\), the barriers are \(\Phi-\mathrm{EA}\) for electrons and \(\mathrm{IE}-\Phi\) for holes, provided that the vacuum levels align and no interface dipole forms. They are equal when

\[
\Phi=\tfrac12(\mathrm{IE}+\mathrm{EA}).
\]

With the rough gas-phase sum this is about 4 eV. Under the same conditions, symmetric polarization lowers both barriers equally, while a neighbour potential \(\phi\) moves the balanced work function by \(e\phi\).

## Computed results

```
W = 11.2 eV, U = 11.0 eV, t = 2.4 eV (rough, round)
bond length = 0.14 nm; chain alternation of t = 10%
predicted IE+EA = 2W-U = 11.4000 eV = 0.41894 Ha
midpoint W-U/2 = 5.7000 eV
Fock-space identity, largest error = 1.4e-14 eV
same with 0.2 eV same-sublattice hopping = 0.40 eV
molecule: sites, IE, EA, IE-EA, IE+EA (eV)
ethylene: 2, 12.1633, -0.7633, 12.9266, 11.4000
allyl: 3, 9.9474, 1.4526, 8.4948, 11.4000
butadiene: 4, 10.9808, 0.4192, 10.5617, 11.4000
trimethylenemethane: 4, 10.1026, 1.2974, 8.8051, 11.4000
hexatriene: 6, 10.2635, 1.1365, 9.1270, 11.4000
benzene: 6, 11.3843, 0.0157, 11.3687, 11.4000
styrene: 8, 10.3813, 1.0187, 9.3626, 11.4000
naphthalene: 10, 10.0495, 1.3505, 8.6990, 11.4000
spread of IE over the molecules = 2.216 eV
fulvene (non-alternant): IE = 10.1696, EA = 2.1260 eV
fulvene: IE+EA = 12.2955 eV, off by +0.8955 eV
benzene, Mataga-Nishimoto V: IE = 10.6259, EA = 0.7741 eV
hexatriene: 300 cation-anion level pairs, max error 2.2e-13 eV
hexatriene: E(N-2)-E(N+2) = 22.8000 eV
hexatriene cation as reference: IE+EA = 25.9004 eV
styrene neutral: largest |n_i-1| = 2.8e-11
naphthalene HF: HOMO = -10.1135, LUMO = -1.2865 eV
naphthalene HF: -(HOMO+LUMO) = 11.4000 eV
relaxation: dt/dr = -40 eV/nm, K = 4000 eV/nm2, sigma bond 0.150 nm
butadiene neutral bonds = 0.12904, 0.14384, 0.12904 nm
butadiene cation bonds = 0.13601, 0.13734, 0.13601 nm
butadiene anion bonds = 0.13601, 0.13734, 0.13601 nm
vertical IE, EA, sum = 11.2526, 0.1474, 11.4000 eV
adiabatic IE, EA, sum = 11.0079, 0.3921, 11.4000 eV
butadiene, end-site energy +0.3 eV: sum shifts -0.2221 eV, 1st order -0.2221
butadiene, 2nd-neighbour hop +0.2 eV: sum shifts +0.3265 eV, 1st order +0.3266
hexatriene, 2nd-neighbour hop +0.2 eV: sum shifts +0.4620 eV
benzene, 2nd-neighbour hop +0.2 eV: sum shifts +0.3719 eV
styrene, 2nd-neighbour hop +0.2 eV: sum shifts +0.4960 eV
Born energy (R = 0.35 nm, eps = 3) = 1.371 eV
benzene gap: gas 11.369, film 8.626 eV
pi-cloud height 0.05 nm; stack 0.37 nm; side by side 0.70 nm
two stacked neighbours: potential -0.459 V, sum shifts -0.918 eV
two in-plane neighbours: potential +0.076 V, sum shifts +0.153 eV
kT at 300 K = 0.0259 eV; lowest hexatriene pi excitation = 1.834 eV
rough measured gas-phase sum (rough input) = 8 eV; model excess = 3.4 eV
W that would give that sum at the same U = 9.5 eV
```
